# The Cooper-Zare formula for the photoelectron asymmetry parameter

An electron ionised from an unaligned central-field orbital \(nl\) by linearly polarised light leaves, in the electric dipole approximation and without spin-orbit coupling, with the distribution

\[ \frac{d\sigma}{d\Omega}=\frac{\sigma}{4\pi}\,[1+\beta P_2(\cos\theta)], \]

\[ \beta=\frac{l(l-1)R_-^2+(l+1)(l+2)R_+^2-6l(l+1)R_+R_-\cos\Delta}{(2l+1)D},\qquad D=lR_-^2+(l+1)R_+^2, \]

and \(\sigma=4\pi^2\alpha\omega D/[3(2l+1)]\) per electron. Here \(\theta\) is the angle between the polarisation and the electron momentum \(\mathbf k\), \(P_2(x)=(3x^2-1)/2\), \(R_\pm\) are the signed radial dipole integrals to the continuum waves \(l\pm1\), and \(\Delta=\delta_+-\delta_-\) is the difference of their total phases. This is the Cooper-Zare formula. It gives \(\beta=2\) for an s orbital whenever \(R_+\neq0\), and it obeys \(-1\le\beta\le2\); for \(l\ge1\) the two limits are reached only when \(\cos\Delta=\pm1\). Unaligned means that the \(2l+1\) values of \(m\) are equally and incoherently populated, as in a closed shell. The algebra is in atomic units, with \(c=1/\alpha\).

The light field is \(\mathrm{Re}(E_0\boldsymbol\epsilon e^{-i\omega t})\) with \(\boldsymbol\epsilon^*\!\cdot\boldsymbol\epsilon=1\), taken uniform over the atom, which is the dipole approximation. The part of the coupling that drives absorption is \(\tfrac12E_0\,\boldsymbol\epsilon\cdot\mathbf r\,e^{-i\omega t}\). For final states normalised per unit energy and solid angle the golden rule gives the rate \(2\pi(E_0/2)^2|M_m|^2\), and the photon flux is the mean intensity \(cE_0^2/8\pi\) divided by \(\omega\). Their ratio, averaged over \(m\), is

\[ \frac{d\sigma}{d\Omega}=\frac{4\pi^2\alpha\omega}{2l+1}\sum_m|M_m|^2,\qquad M_m=\langle\psi^-_{\mathbf k}|\boldsymbol\epsilon\cdot\mathbf r|nlm\rangle . \]

The bound orbital is \(u_{nl}(r)Y_{lm}/r\) with real \(u_{nl}\). The continuum electron moves in a spherical potential with Coulomb tail \(-Z/r\); any anisotropic coupling to the residual ion is neglected. Its real radial function, regular at the origin, is scaled so that \(u_{El'}\to\sqrt{2/\pi k}\,\sin(x_{l'}+\delta_{l'})\), with \(x_{l'}=kr-l'\pi/2-\eta\ln 2kr\) and \(\eta=-Z/k\). The phase \(\delta_{l'}\) contains both the Coulomb and the short-range part. The amplitude matches the plane wave normalised in the same way, \(\sqrt k(2\pi)^{-3/2}e^{i\mathbf k\cdot\mathbf r}=\sum i^{l'}\sqrt{2k/\pi}\,j_{l'}(kr)Y_{l'm'}(\hat{\mathbf r})Y^*_{l'm'}(\hat{\mathbf k})\), because \(rj_{l'}(kr)\to\sin(kr-l'\pi/2)/k\). The final state must look like this plane wave at late times, when the electron reaches the detector. A wave packet at large \(r\) and late time has a point of stationary phase in its outgoing part \(e^{ix}\) and none in its incoming part, so the outgoing part must carry the plane-wave coefficient. Since \(e^{-i\delta}\sin(x+\delta)=[e^{ix}-e^{-i(x+2\delta)}]/2i\), the factor \(e^{-i\delta}\) achieves this:

\[ \psi^-_{\mathbf k}=\sum_{l'm'}i^{l'}e^{-i\delta_{l'}}\frac{u_{El'}(r)}{r}\,Y_{l'm'}(\hat{\mathbf r})\,Y^*_{l'm'}(\hat{\mathbf k}). \]

Conjugating this state and separating radius from angle, with \(R_{l'}=\int u_{El'}\,r\,u_{nl}\,dr\),

\[ M_m=\sum_{l'}(-i)^{l'}e^{i\delta_{l'}}R_{l'}\sum_{m'}Y_{l'm'}(\hat{\mathbf k})\int Y^*_{l'm'}\,(\boldsymbol\epsilon\cdot\hat{\mathbf r})\,Y_{lm}\,d\Omega_r . \]

The inner sum is the part of the function \((\boldsymbol\epsilon\cdot\hat{\mathbf r})Y_{lm}\) that has angular momentum \(l'\), evaluated at \(\hat{\mathbf k}\). These parts follow from harmonic polynomials. Let \(H=r^lY_{lm}\), homogeneous of degree \(l\) with \(\nabla^2H=0\), and let \(G=\boldsymbol\epsilon\cdot\nabla H\), which is harmonic of degree \(l-1\) because constant derivatives commute with \(\nabla^2\). The product rule gives \(\nabla^2(\boldsymbol\epsilon\cdot\mathbf r\,H)=2G\) and \(\nabla^2(r^2G)=6G+4\,\mathbf r\cdot\nabla G=(4l+2)G\), the last step by homogeneity. Hence \(\boldsymbol\epsilon\cdot\mathbf r\,H-r^2G/(2l+1)\) is harmonic of degree \(l+1\). A harmonic polynomial of degree \(j\) is a pure angular momentum \(j\) on the unit sphere, so there \((\boldsymbol\epsilon\cdot\hat{\mathbf r})Y_{lm}=U+V\), with \(V=G/(2l+1)\) of angular momentum \(l-1\) and \(U\) of angular momentum \(l+1\). This is the selection rule \(l'=l\pm1\). Writing \(\nabla=\hat{\mathbf r}\,\partial_r+r^{-1}\nabla_\Omega\), where \(\nabla_\Omega\) is the gradient along the unit sphere, gives \(G=l(\boldsymbol\epsilon\cdot\hat{\mathbf r})Y_{lm}+\boldsymbol\epsilon\cdot\nabla_\Omega Y_{lm}\) at \(r=1\), and \(U\) is the remainder:

\[ V=\frac{l(\boldsymbol\epsilon\cdot\hat{\mathbf r})Y_{lm}+\boldsymbol\epsilon\cdot\nabla_\Omega Y_{lm}}{2l+1},\qquad U=\frac{(l+1)(\boldsymbol\epsilon\cdot\hat{\mathbf r})Y_{lm}-\boldsymbol\epsilon\cdot\nabla_\Omega Y_{lm}}{2l+1}. \]

With \(A_\pm=R_\pm e^{i\delta_\pm}\) and \((-i)^{l-1}=(-i)^{l+1}(-i)^{-2}=-(-i)^{l+1}\), the amplitude is \(M_m=(-i)^{l+1}[A_+U-A_-V]\) at \(\hat{\mathbf k}\). This minus sign is the origin of the minus sign of the interference term in \(\beta\). Collecting the two kinds of term,

\[ M_m=\frac{(-i)^{l+1}}{2l+1}\Big[\Lambda\,(\boldsymbol\epsilon\cdot\hat{\mathbf k})\,Y_{lm}-T\,\boldsymbol\epsilon\cdot\nabla_\Omega Y_{lm}\Big],\qquad \Lambda=(l+1)A_+-lA_-,\quad T=A_++A_- . \]

Because \(\nabla_\Omega Y_{lm}\) is perpendicular to \(\hat{\mathbf k}\), \(\Lambda\) is the amplitude driven by the field component along the emission direction and \(T\) the amplitude driven by the component across it.

The amplitude is linear in \(Y_{lm}\), so \(\sum_m|M_m|^2\) is unchanged by a unitary change of basis within the shell, and real harmonics \(Y_\mu\) may be used. A rotation is an orthogonal change of this basis, so \(\sum_\mu Y_\mu^2\) is the same in every direction; its integral is \(2l+1\), so it equals \((2l+1)/4\pi\). The gradient of this constant gives \(\sum_\mu Y_\mu\nabla_\Omega Y_\mu=0\), which removes the cross term between \(\Lambda\) and \(T\). Its surface Laplacian, with \(\nabla_\Omega^2Y_\mu=-l(l+1)Y_\mu\), gives \(0=-2l(l+1)\sum Y_\mu^2+2\sum|\nabla_\Omega Y_\mu|^2\). The tensor \(\sum_\mu\nabla_iY_\mu\nabla_jY_\mu\) is real, symmetric, confined to the tangent plane and invariant under rotations about \(\hat{\mathbf k}\), so it is a multiple of \(\delta_{ij}-\hat k_i\hat k_j\). That projector has trace 2 and the tensor has trace \(l(l+1)(2l+1)/4\pi\), which fixes the multiple as \(l(l+1)(2l+1)/8\pi\). Contracting with \(\epsilon_i\epsilon_j^*\) and dividing by \((2l+1)^2\),

\[ \sum_m|M_m|^2=\frac{a\,|\boldsymbol\epsilon\cdot\hat{\mathbf k}|^2+b\,(1-|\boldsymbol\epsilon\cdot\hat{\mathbf k}|^2)}{4\pi(2l+1)},\qquad a=|\Lambda|^2,\quad b=\tfrac12l(l+1)|T|^2 . \]

For real \(\boldsymbol\epsilon\) the numerator is \(a\cos^2\theta+b\sin^2\theta\). Inserting \(\cos^2\theta=(1+2P_2)/3\) and \(\sin^2\theta=(2-2P_2)/3\) turns it into \(\tfrac13(a+2b)+\tfrac23(a-b)P_2\), so that \(\beta=2(a-b)/(a+2b)\). With \(X=R_+R_-\cos\Delta\),

\[ a=(l+1)^2R_+^2+l^2R_-^2-2l(l+1)X,\qquad 2b=l(l+1)\,[R_+^2+R_-^2+2X]. \]

In the sum \(a+2b\) the terms in \(X\) cancel, \(R_+^2\) carries \((l+1)^2+l(l+1)=(l+1)(2l+1)\) and \(R_-^2\) carries \(l^2+l(l+1)=l(2l+1)\), so \(a+2b=(2l+1)D\). The cancellation expresses the orthogonality of the two partial waves over the sphere. In \(2a-2b\), \(R_+^2\) carries \(2(l+1)^2-l(l+1)=(l+1)(l+2)\), \(R_-^2\) carries \(2l^2-l(l+1)=l(l-1)\), and \(X\) carries \(-4l(l+1)-2l(l+1)=-6l(l+1)\). This is the numerator stated at the start. Since \(P_2\) integrates to zero, \(\int\sum_m|M_m|^2d\Omega=(a+2b)/[3(2l+1)]=D/3\), which yields \(\sigma\).

Racah algebra shows the same structure as a recoupling. Take \(\boldsymbol\epsilon=\hat{\mathbf z}\), Condon-Shortley phases and \([j]=2j+1\). The Wigner-Eckart theorem for \(\cos\theta=C^1_0\) and the product rule for harmonics read

\[ \langle l'm|C^1_0|lm\rangle=(-1)^{l'-m}\begin{pmatrix}l'&1&l\\-m&0&m\end{pmatrix}c_{l'},\qquad c_{l'}=(-1)^{l'}\sqrt{[l'][l]}\begin{pmatrix}l'&1&l\\0&0&0\end{pmatrix}, \]

\[ Y_{l'm}Y^*_{l''m}=(-1)^m\sum_L\frac{[L]\sqrt{[l'][l'']}}{4\pi}\begin{pmatrix}l'&l''&L\\0&0&0\end{pmatrix}\begin{pmatrix}l'&l''&L\\m&-m&0\end{pmatrix}P_L . \]

In \(\sum_m|M_m|^2=\sum_LB_LP_L\) the three phases multiply to \((-1)^m\), because \(l'+l''\) is even. Exchanging the first two columns of the symbol that holds \(l''\) and reversing its lower row costs the factor \((-1)^{l''+1+l}\) twice, that is nothing, and brings the sum over \(m\) to the form that defines the \(6j\) symbol:

\[ \sum_m(-1)^{l'+l''+l+3m}\begin{pmatrix}1&l''&l\\0&m&-m\end{pmatrix}\begin{pmatrix}l'&1&l\\-m&0&m\end{pmatrix}\begin{pmatrix}l'&l''&L\\m&-m&0\end{pmatrix}=\begin{pmatrix}1&1&L\\0&0&0\end{pmatrix}\begin{Bmatrix}1&1&L\\l'&l''&l\end{Bmatrix}. \]

The phase here is \((-1)^{l+m}\), so a factor \((-1)^l\) is left over:

\[ B_L=(-1)^l\frac{[L]}{4\pi}\begin{pmatrix}1&1&L\\0&0&0\end{pmatrix}\sum_{l'l''}(-i)^{l'-l''}A_{l'}A^*_{l''}c_{l'}c_{l''}\sqrt{[l'][l'']}\begin{pmatrix}l'&l''&L\\0&0&0\end{pmatrix}\begin{Bmatrix}1&1&L\\l'&l''&l\end{Bmatrix}. \]

The first \(3j\) symbol couples the photon to itself and vanishes unless \(L\le2\) and \(L\) is even, whatever \(l\) is. For the interference term of a p shell, \(l'=2\), \(l''=0\), \(L=2\), that symbol is \(\sqrt{2/15}\), \(c_2=\sqrt{15}\sqrt{2/15}=\sqrt2\), \(c_0=\sqrt3\,(-1/\sqrt3)=-1\), the root \(\sqrt5\) cancels the \(3j\) value \(1/\sqrt5\), the \(6j\) symbol with one zero is \(1/\sqrt{15}\), and \((-i)^2=-1\). The two orderings of \(l',l''\) add to \(2X\), giving \((-1)(5/4\pi)\sqrt{2/15}\,(-1)(\sqrt2)(-1)(2X)/\sqrt{15}=-X/3\pi\). The formula requires \(B_0\beta\) with \(B_0=D/12\pi\), whose interference part is \((D/12\pi)(-12X)/(3D)=-X/3\pi\), the same value.

The bounds follow from \(\beta=2(a-b)/(a+2b)\) by adding 1 and by subtracting from 2:

\[ 1+\beta=\frac{3a}{a+2b}=\frac{3|(l+1)A_+-lA_-|^2}{(2l+1)D}\ge0,\qquad 2-\beta=\frac{6b}{a+2b}=\frac{3l(l+1)|A_++A_-|^2}{(2l+1)D}\ge0 . \]

These say that the intensities along and across the polarisation cannot be negative. The form \(1+\beta P_2\) and its bounds are wider than the central-field model. For linear light on any randomly oriented target, with only the electron direction observed, the dipole intensity is \(\epsilon_i\epsilon_j\) times a symmetric tensor that can be built from \(\delta_{ij}\) and \(\hat k_i\hat k_j\) alone, so it is again \(a\cos^2\theta+b\sin^2\theta\) with \(a,b\ge0\). Beyond the dipole approximation the photon wave vector enters as a second direction and this argument fails.

For \(l=0\) the factor \(l(l+1)\) makes \(b=0\), so \(\beta=2\) and the distribution is \(1+2P_2=3\cos^2\theta\): a spherical orbital has no surface gradient, and the amplitude is proportional to \(\boldsymbol\epsilon\cdot\hat{\mathbf k}\). If \(R_+\) passes through zero, \(\sigma\) vanishes and the model leaves \(\beta\) undefined. For \(l\ge1\), \(\beta=2\) requires \(T=0\), or \(A_+=-A_-\), and \(\beta=-1\) requires \(\Lambda=0\), or \(A_+/A_-=l/(l+1)\). Both conditions need a real ratio \(A_+/A_-\), hence \(\cos\Delta=\pm1\). At any other phase difference the range is narrower. With the vector \(v=(\sqrt l\,R_-,\sqrt{l+1}\,R_+)\), for which \(v\cdot v=D\), the formula is a Rayleigh quotient,

\[ \beta=\frac{v\cdot Kv}{v\cdot v},\qquad K=\frac1{2l+1}\begin{pmatrix}l-1&-3\sqrt{l(l+1)}\cos\Delta\\-3\sqrt{l(l+1)}\cos\Delta&l+2\end{pmatrix}, \]

and as the signed ratio \(R_+/R_-\) varies, \(\beta\) fills the interval between the eigenvalues. The trace of \(K\) is 1, so they are \(\tfrac12\pm\sqrt{\tfrac14-\det K}\). Here \((2l+1)^2\det K=l^2+l-2-9l(l+1)\cos^2\Delta\), and \((2l+1)^2-4(l^2+l-2)=9\), so

\[ \beta_\pm=\frac12\pm\frac{3\sqrt{1+4l(l+1)\cos^2\Delta}}{2(2l+1)} . \]

At \(\cos^2\Delta=1\) the root is \(2l+1\) and the limits are 2 and \(-1\). At \(\cos\Delta=0\) they are the diagonal elements, which are also the single-channel values at any \(\Delta\): \(\beta=(l+2)/(2l+1)\) when \(R_-=0\), and \(\beta=(l-1)/(2l+1)\) when \(R_+=0\), as at a Cooper minimum. For a p shell these are 1 and 0, the latter being the isotropic s wave; for a d shell they are 0.8 and 0.2.

The expression in \(|\boldsymbol\epsilon\cdot\hat{\mathbf k}|^2\) holds for complex \(\boldsymbol\epsilon\). For circular light along \(z\), \(\boldsymbol\epsilon=(\hat{\mathbf x}\pm i\hat{\mathbf y})/\sqrt2\) gives \(|\boldsymbol\epsilon\cdot\hat{\mathbf k}|^2=\tfrac12\sin^2\vartheta\), with \(\vartheta\) measured from the beam, and the average over \(x\) and \(y\) polarisation for unpolarised light gives the same. Replacing \(\cos^2\theta\) by \(\tfrac12\sin^2\vartheta\) turns \(P_2\) into \(\tfrac34\sin^2\vartheta-\tfrac12=-\tfrac12P_2(\cos\vartheta)\), so the distribution is \(1-\tfrac12\beta P_2(\cos\vartheta)\). In either case the intensity at \(\cos^2=1/3\), an angle of 54.74°, equals \(\sigma/4\pi\) whatever \(\beta\) is. For circular light this result belongs to the central-field shell and does not extend to every randomly oriented target: a chiral target allows an antisymmetric part \(\epsilon_{ijl}\hat k_l\) in the intensity tensor, which linear light does not see but circular light does, and which adds a term in \(P_1(\cos\vartheta)\), so that the intensities at this angle differ forward and backward along the beam. The choice of boundary condition leaves no trace in \(\beta\) for an unaligned shell: outgoing-wave phases replace \(A_\pm\) by \(A_\pm^*\), which conjugates \(\Lambda\) and \(T\) and keeps \(a\) and \(b\).

The average over \(m\) cannot be dropped. For a p orbital with \(m=0\) along \(\boldsymbol\epsilon=\hat{\mathbf z}\), \(Y_{10}\propto\cos\theta\) and \(\hat{\mathbf z}\cdot\nabla_\Omega\cos\theta=\sin^2\theta\), so \(M_0\propto\Lambda\cos^2\theta-T\sin^2\theta=3A_+\cos^2\theta-T\), using \(\Lambda+T=3A_+\). The square contains \(9R_+^2\cos^4\theta\), and since \(P_4\) begins with \(\tfrac{35}{8}x^4\) its \(P_4\) coefficient is \(\tfrac{72}{35}R_+^2\). The angular mean, from \(\langle\cos^4\theta\rangle=\tfrac15\) and \(\langle\cos^2\theta\rangle=\tfrac13\), is \(\tfrac95R_+^2-2(R_+^2+X)+R_+^2+R_-^2+2X=\tfrac45R_+^2+R_-^2\). Thus \(B_4/B_0=72R_+^2/(28R_+^2+35R_-^2)\), nonzero whenever \(R_+\) is.

Spin-orbit coupling in the continuum spoils \(\beta=2\) for an s shell, because \(p_{1/2}\) and \(p_{3/2}\) acquire separate amplitudes. The dipole operator takes \(s\!\uparrow\) to \(|0\!\uparrow\rangle\), the p state with \(m=0\) and spin up. The operator \(Q=2\mathbf L\cdot\mathbf S=2L_zS_z+L_+S_-+L_-S_+\) equals \(j(j+1)-2-\tfrac34\), which is \(1\) for \(j=\tfrac32\) and \(-2\) for \(j=\tfrac12\), so the projectors are \((2+Q)/3\) and \((1-Q)/3\). With \(Q|0\!\uparrow\rangle=\sqrt2\,|1\!\downarrow\rangle\), weighting each projection by its amplitude gives

\[ \tfrac13(2A_{3/2}+A_{1/2})\,|0\!\uparrow\rangle+\tfrac{\sqrt2}3(A_{3/2}-A_{1/2})\,|1\!\downarrow\rangle . \]

The final spins add incoherently, \(|Y_{10}|^2=3\cos^2\theta/4\pi\) and \(2|Y_{11}|^2=3\sin^2\theta/4\pi\), and initial spin down gives the same intensities with \(Y_{1,-1}\). So \(a\propto|2A_{3/2}+A_{1/2}|^2\) and \(b\propto|A_{3/2}-A_{1/2}|^2\) with one constant; in \(a+2b\) the cross terms \(+4\) and \(-4\) cancel, leaving \(6|A_{3/2}|^2+3|A_{1/2}|^2\). From \(2-\beta=6b/(a+2b)\),

\[ \beta=2-\frac{2|A_{3/2}-A_{1/2}|^2}{|A_{1/2}|^2+2|A_{3/2}|^2}. \]

The departure from 2 is quadratic in the difference: model amplitudes \(A_{1/2}=0.8\), \(A_{3/2}=1\) give \(\beta=1.9697\), while \(A_{1/2}=0\) gives 1 and \(A_{1/2}=-2\) gives \(-1\). If the two radial integrals each change sign once, at different energies, and have the same sign outside the interval between those energies, they have opposite signs inside it; the ratio \(R_{1/2}/R_{3/2}\) then runs from 0 to \(-\infty\) between the zeros and passes \(-2\), so for equal phases \(\beta\) falls to \(-1\) there.

A worked case is the unaligned 2p orbital of hydrogen, treated with the Schrödinger equation for a fixed nucleus in the dipole approximation, which leaves out fine structure, nuclear recoil and retardation. The orbital is \(u_{2p}=r^2e^{-r/2}/\sqrt{24}\). With \(\rho=kr\) the regular Coulomb solution is \(\rho^{l'+1}e^{i\rho}\,{}_1F_1(l'+1+i\eta;2l'+2;-2i\rho)\), real because it solves a real equation and starts as \(\rho^{l'+1}\). The large-argument term \(\Gamma(q)(-z)^{-p}/\Gamma(q-p)\) of \({}_1F_1(p;q;z)\), with \(-z=2\rho e^{i\pi/2}\), supplies the outgoing part

\[ \frac{(2l'+1)!\,e^{\pi\eta/2}}{2^{l'+1}|\Gamma(l'+1+i\eta)|}\,\exp i\Big[\rho-\eta\ln2\rho-(l'+1)\frac\pi2+\arg\Gamma(l'+1+i\eta)\Big], \]

where \(1/\Gamma(l'+1-i\eta)\) has the phase of \(\Gamma(l'+1+i\eta)\). Adding the complex conjugate gives twice the cosine, which is \(2\sin(x_{l'}+\delta_{l'})\) with \(\delta_{l'}=\arg\Gamma(l'+1+i\eta)\), and dividing by twice the prefactor sets the amplitude to one. From \(\Gamma(3+i\eta)=(2+i\eta)(1+i\eta)\Gamma(1+i\eta)\), the phase difference for a p shell is \(\Delta=\arctan\eta+\arctan(\eta/2)\). The radial functions so normalised were obtained from their power series near the nucleus and by Runge-Kutta integration of the radial equation beyond, and the integrals \(R_{l'}\) by Gauss-Legendre quadrature.

With the hartree 27.211386 eV and the bohr 0.529177 Å, the binding energy is one eighth of a hartree, 3.40142 eV. A photoelectron energy of 2 eV needs a photon of 5.40142 eV and has \(\eta=-\sqrt{27.211386/4}=-2.60823\) and \(k=1/(2.60823\times0.529177\ \text{Å})=0.72453\) Å\(^{-1}\). The radial integrals are \(R_0=0.087265\) and \(R_2=0.296660\) Å eV\(^{-1/2}\), in the ratio \(x=R_2/R_0=3.39952\). The phase difference is \(\Delta=-1.20468-0.91663=-2.12131\) rad, so \(\cos\Delta=-0.52312\). For \(l=1\) the numerator is \(6R_2^2-12R_0R_2\cos\Delta\) and the denominator \(3(R_0^2+2R_2^2)\), in Å\(^2\)/eV:

\[ \beta=\frac{0.528043+0.162512}{0.550889}=1.2535 . \]

The longitudinal and transverse intensities are \(a=0.413814\) and \(b=0.068537\) Å\(^2\)/eV, and \(2(a-b)/(a+2b)\) returns the same \(\beta\). It lies inside the range \(-0.393\) to \(1.393\) allowed at this \(\Delta\). These digits are those of the fixed nucleus; with the electron-proton reduced mass the binding energy is 3.39957 eV, and at 2 eV the ratio \(x\) falls to 3.39929 and \(\beta\) by \(10^{-4}\), to 1.2534. In these units \(\omega\) is read as the photon energy, and with \(\alpha=0.00729735\) and \(D=0.183630\) Å\(^2\)/eV,

\[ \sigma=4\pi^2\times0.00729735\times5.40142\times0.183630/9=0.0317\ \text{Å}^2=3.17\ \text{Mb}. \]

The differential cross section is \(\sigma(1+\beta)/4\pi=0.00569\) Å\(^2\)/sr along the polarisation and \(\sigma(1-\beta/2)/4\pi=0.00094\) Å\(^2\)/sr across it. Circular or unpolarised light has the coefficient \(-\beta/2=-0.627\), and an orbital prepared with \(m=0\) would show \(B_4/B_0=72x^2/(28x^2+35)=2.32\).

The same calculation at four energies gives the following values.

| \(E\) (eV) | \(R_2/R_0\) | \(\cos\Delta\) | \(\beta\) |
|---|---|---|---|
| 0.5 | 3.803 | −0.850 | 1.398 |
| 2 | 3.400 | −0.523 | 1.254 |
| 10 | 2.654 | 0.180 | 0.807 |
| 50 | 2.183 | 0.741 | 0.290 |

Dividing the p-shell formula by \(R_0^2\) gives \(\beta=(2x^2-4x\cos\Delta)/(1+2x^2)\), and therefore \(\beta-1=-(1+4x\cos\Delta)/(1+2x^2)\). The ratio \(x\) is positive at all four energies, so \(\beta\) exceeds the pure d-wave value 1 when \(\cos\Delta<-1/4x\), which holds in the first two rows and fails in the last two. The addition formula for the cosine gives \(\cos\Delta=(2-\eta^2)/\sqrt{(1+\eta^2)(4+\eta^2)}\), negative at low energy where \(|\eta|\) is large and changing sign at \(\eta^2=2\), an energy of a quarter hartree, which lies between the second and third rows. For hydrogen 3d at 2 eV the same method gives \(R_1=0.040797\) and \(R_3=0.202387\) Å eV\(^{-1/2}\), with \(\Delta=\arctan(\eta/2)+\arctan(\eta/3)\) and \(\cos\Delta=-0.06145\). The formula becomes \(\beta=(2R_1^2+12R_3^2-36R_1R_3\cos\Delta)/[5(2R_1^2+3R_3^2)]=0.813\), near the single-channel value 0.8. With \(R_1\) about a fifth of \(R_3\), the two squared terms alone give 0.784, and the small negative cosine adds 0.029; the same integrals with \(\cos\Delta=+1\) or \(-1\) would give 0.313 or 1.255.
